# Dispersion coefficients in κ-regularized MP2 for wide and narrow gaps

## Setting

In κ-regularized second-order Møller–Plesset theory (κ-MP2) the correlation energy is

$$E(\kappa)=-\frac14\sum_{ijab}\frac{|\langle ij||ab\rangle|^2}{\Delta_{ij}^{ab}}\left(1-e^{-\kappa\Delta_{ij}^{ab}}\right)^2,\qquad \Delta_{ij}^{ab}=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j>0 .$$

The sum runs over canonical Hartree–Fock spin orbitals, $i,j$ occupied and $a,b$ virtual. The parameter $\kappa$ is an inverse energy, and $\kappa\to\infty$ gives ordinary MP2. Write $f(\Delta)=(1-e^{-\kappa\Delta})^2$.

Monomers A and B are neutral, closed-shell and spherical, with centres a distance $R$ apart along $z$. Each has a finite basis on its own centre, and $R$ is so large that functions on different centres do not overlap. Orbitals are real and units are Gaussian, so that

$$(ia|jb)=e^2\iint\frac{\phi_i(\mathbf r_1)\phi_a(\mathbf r_1)\,\phi_j(\mathbf r_2)\phi_b(\mathbf r_2)}{|\mathbf r_1-\mathbf r_2|}\,d^3r_1\,d^3r_2 .$$

## Part (a): the surviving terms

**Question.** Which terms of $E(\kappa)$ contribute to the interaction energy at large $R$, and what energy difference enters the damping of each?

**Model answer.** A neutral spherical charge distribution produces no field outside itself. Up to exponentially small overlap terms, each monomer therefore keeps its own orbitals and orbital energies in the dimer.

If A and B are identical, the canonical orbitals may be delocalized combinations of degenerate monomer orbitals. This does no harm: $f/\Delta$ depends on orbital energies alone, and the sum of $|\langle ij||ab\rangle|^2$ over complete degenerate sets is unchanged by a unitary rotation within them. Localized orbitals may be used throughout.

The terms now fall into three classes.

1. All four orbitals lie on one monomer. These terms add up to the energies of the free monomers and cancel in the interaction energy.
2. An electron moves from one monomer to the other. The integrals contain a product of orbitals on different centres and vanish exponentially.
3. One electron is excited within A and one within B. These terms survive.

For $i,a$ on A and $j,b$ on B,

$$\langle ij||ab\rangle=(ia|jb)-(ib|ja)\to(ia|jb),$$

because the exchange integral contains products of orbitals on different centres. The unrestricted sum contains each such excitation four times, through the exchanges $i\leftrightarrow j$ and $a\leftrightarrow b$, which cancels the prefactor $1/4$. The spin sum gives a factor 2 for the pair $ia$ and another 2 for $jb$. In spatial orbitals,

$$E_{\rm disp}(\kappa)=-4\sum_{ia\in A}\sum_{jb\in B}\frac{(ia|jb)^2}{\Delta_{ia}+\Delta_{jb}}\,f(\Delta_{ia}+\Delta_{jb}),\qquad \Delta_{ia}=\varepsilon_a-\varepsilon_i .$$

Each MP2 dispersion term is thus multiplied by $(1-e^{-\kappa\Delta})^2$, where $\Delta$ is the sum of the two monomer excitation gaps. The factor is squared because the damped integral enters squared. It does not depend on $R$, so it changes the dispersion coefficient itself and not just the short-range energy.

If the monomers had permanent multipoles, their fields would change the orbitals, and correlation would change the multipoles. Further long-range terms would then appear, which this formula does not contain.

## Part (b): the coefficient

**Question.** Derive $C_6(\kappa)$, defined by $E_{\rm disp}\simeq-C_6(\kappa)/R^6$.

**Model answer.** Measure $\mathbf r_1$ from centre A and $\mathbf r_2$ from centre B, and put $\mathbf u=\mathbf r_2-\mathbf r_1$. The second-order term in the expansion of $1/|\mathbf R+\mathbf u|$ is

$$\frac{3u_z^2-u^2}{2R^3}.$$

Its part bilinear in $\mathbf r_1$ and $\mathbf r_2$ follows from $u_z^2\to-2z_1z_2$ and $u^2\to-2\,\mathbf r_1\cdot\mathbf r_2$:

$$\frac{-6z_1z_2+2\,\mathbf r_1\cdot\mathbf r_2}{2R^3}=\frac{x_1x_2+y_1y_2-2z_1z_2}{R^3}.$$

Terms that depend on one electron alone vanish, since $\phi_i$ and $\phi_a$ are orthogonal, as are $\phi_j$ and $\phi_b$. With $x_{ia}=\langle i|x|a\rangle$ and so on,

$$(ia|jb)\simeq\frac{e^2}{R^3}\left(x_{ia}x_{jb}+y_{ia}y_{jb}-2z_{ia}z_{jb}\right).$$

Let $k$ label all excitations from one complete occupied shell of A to one complete virtual shell; they share the gap $\Delta_k$. Spherical symmetry gives, for Cartesian components $c,c'$,

$$\sum_{ia\in k}c_{ia}\,c'_{ia}=\frac{\delta_{cc'}}{3}D_k^2,\qquad D_k^2=\sum_{ia\in k}|\langle i|\mathbf r|a\rangle|^2 .$$

The same holds for the levels $l$ of B. When the coupling is squared and summed, the cross terms between different components vanish, leaving

$$\sum_{ia\in k}\sum_{jb\in l}(ia|jb)^2=\frac{e^4}{R^6}\,\frac{1+1+4}{9}\,D_k^2D_l^2=\frac{2e^4}{3R^6}D_k^2D_l^2 .$$

Define the spin-summed strength $S_k=2D_k^2$. The factor 4 in $E_{\rm disp}$ is absorbed by $4D_k^2D_l^2=S_kS_l$, so

$$C_6(\kappa)=\frac{2e^4}{3}\sum_{kl}\frac{S_k^AS_l^B}{\Delta_k^A+\Delta_l^B}\,f(\Delta_k^A+\Delta_l^B).$$

## Part (c): two integral forms

**Question.** Recover the Casimir–Polder formula for $\kappa\to\infty$. Then show which range of inverse energies contributes at finite $\kappa$.

**Model answer.** The uncoupled Hartree–Fock polarizability at imaginary frequency is

$$\alpha(i\omega)=\frac{2e^2}{3}\sum_k\frac{S_k\Delta_k}{\Delta_k^2+\hbar^2\omega^2}.$$

For gaps $p\neq q$ and $u=\hbar\omega$, partial fractions give

$$\int_0^\infty\frac{pq\,du}{(p^2+u^2)(q^2+u^2)}=\frac{pq}{q^2-p^2}\,\frac{\pi}{2}\left(\frac1p-\frac1q\right)=\frac{\pi}{2(p+q)},$$

and the case $p=q$ follows by continuity. Therefore

$$\frac{3\hbar}{\pi}\int_0^\infty\alpha_A(i\omega)\alpha_B(i\omega)\,d\omega=\frac{3}{\pi}\,\frac{4e^4}{9}\sum_{kl}S_k^AS_l^B\,\frac{\pi}{2(\Delta_k^A+\Delta_l^B)}=C_6(\infty).$$

Undamped MP2 thus has the Casimir–Polder form with uncoupled polarizabilities, which leave out the self-consistent response of the orbitals and intramonomer correlation, so its $C_6$ differs in general from the exact coefficient.

At finite $\kappa$, expand the square and use $e^{-s\Delta}/\Delta=\int_s^\infty e^{-\tau\Delta}d\tau$ for $s=0,\kappa,2\kappa$:

$$\frac{f(\Delta)}{\Delta}=\int_0^\infty e^{-\tau\Delta}d\tau-2\int_\kappa^\infty e^{-\tau\Delta}d\tau+\int_{2\kappa}^\infty e^{-\tau\Delta}d\tau .$$

The total weight is $1$ for $\tau<\kappa$, $1-2=-1$ for $\kappa<\tau<2\kappa$, and $1-2+1=0$ beyond. With $S(\tau)=\sum_kS_ke^{-\tau\Delta_k}$,

$$C_6(\kappa)=\frac{2e^4}{3}\left[\int_0^\kappa-\int_\kappa^{2\kappa}\right]S_A(\tau)S_B(\tau)\,d\tau .$$

Small gaps make $S(\tau)$ decay slowly. A single term loses the tail beyond $2\kappa$, a share $e^{-2\kappa\Delta}$ of its undamped value, and twice the share $e^{-\kappa\Delta}-e^{-2\kappa\Delta}\le1/4$ of the subtracted interval. Both matter for $\kappa\Delta\sim1$; for $\kappa\Delta\ll1$ the tail accounts for almost all of the loss.

## Part (d): bounds, limits and mixed pairs

**Question.** How does the ratio $C_6(\kappa)/C_6(\infty)$ depend on the gaps? Can the damping be assigned to the monomers separately?

**Model answer.** The ratio is a weighted average of $f$:

$$\frac{C_6(\kappa)}{C_6(\infty)}=\sum_{kl}W_{kl}\,f(\Delta_k^A+\Delta_l^B),\qquad W_{kl}\propto\frac{S_k^AS_l^B}{\Delta_k^A+\Delta_l^B},\quad\sum_{kl}W_{kl}=1 .$$

Since $f'=2\kappa e^{-\kappa\Delta}(1-e^{-\kappa\Delta})>0$, the ratio lies between $f(\Delta_{\min})$ and 1, where $\Delta_{\min}$ is the smallest gap sum. Multiplying every gap by a common $s>1$ at fixed strengths leaves the normalized $W_{kl}$ unchanged and increases each $f$, so the ratio rises.

For one term the limits are

$$f\simeq(\kappa\Delta)^2\quad(\kappa\Delta\ll1),\qquad f\simeq1-2e^{-\kappa\Delta}\quad(\kappa\Delta\gg1).$$

As a gap sum closes, $f/\Delta\to\kappa^2\Delta\to0$, whereas the undamped $1/\Delta$ diverges. At fixed strengths the divergence is removed by suppressing the term, which is no evidence that the remaining dispersion energy is accurate. Strengths usually grow as a gap closes, however. If $S\propto1/\Delta$ (fixed oscillator strength), the damped coefficient of a like pair scales as $S^2\kappa^2\Delta\propto1/\Delta$ and still grows without limit, though more slowly than the undamped $1/\Delta^3$.

The damping does not factorize, because

$$\sqrt f=1-e^{-\kappa\Delta^A}e^{-\kappa\Delta^B}$$

is not a product of a function of $\Delta^A$ and a function of $\Delta^B$. If $\Delta^A\to\infty$, then $f\to1$ whatever the gap of B. Since $f\ge(1-e^{-\kappa\Delta^A})^2$, a partner with $\kappa\Delta^A\gg1$ protects a narrow-gap monomer from the damping; for moderate $\kappa\Delta^A$ the protection is only partial.

## Part (e): numerical reductions

**Question.** Two model monomers each have two electrons bound by a positive charge $2e$ with density proportional to $e^{-r^2/b^2}$. The wide-gap monomer has $b=0.2\,a_0$ and the narrow-gap one $b=2\,a_0$. Take $\kappa=1.45\,E_h^{-1}$. Estimate the reduction of $C_6$ from one effective gap per monomer, and compare with the full sum.

**Model answer.** For two identical monomers with a single gap $\Delta$ and strength $S$, the formulas above give $\alpha=2e^2S/(3\Delta)$ and $C_6=e^4S^2/(3\Delta)$. Eliminating $S$,

$$\Delta_{\rm eff}=\frac{4C_6}{3\alpha^2}.$$

Hartree–Fock calculations in a Gaussian s,p basis supply the inputs. The occupied orbital has s symmetry, so its dipole excitations lead to p orbitals and no higher angular momentum is needed for $C_6$. In atomic units,

$$\Delta_{\rm wide}=\frac{4(2.193)}{3(1.520)^2}\approx1.265\,E_h,\qquad \Delta_{\rm narrow}=\frac{4(347.2)}{3(36.67)^2}\approx0.344\,E_h,$$

where the last digits come from unrounded inputs. The estimates are

- wide–wide: $\kappa\Delta=1.45\times2.530=3.67$, so $f=(1-0.0255)^2=0.950$;
- wide–narrow: $\kappa\Delta=1.45\times1.609=2.33$, so $f=(1-0.0970)^2=0.815$;
- narrow–narrow: $\kappa\Delta=1.45\times0.689=1.00$, so $f=(1-0.368)^2=0.399$.

The full sums, with $C_6$ in $E_h a_0^6$, give

| Pair | MP2 | κ-MP2 | Ratio | Reduction |
|---|---|---|---|---|
| wide–wide | 2.193 | 2.082 | 0.950 | 5.0% |
| wide–narrow | 22.67 | 18.45 | 0.814 | 18.6% |
| narrow–narrow | 347.2 | 142.7 | 0.411 | 58.9% |

The narrow–narrow coefficient falls from 207 to 85 eV Å$^6$, the wide–wide one from 1.31 to 1.24 eV Å$^6$. The one-gap estimate is furthest off for the narrow pair, by 3% of the full ratio. It replaces a spread of gaps by one number and is not a bound.

The wide pair is in the large-gap regime: $1-2e^{-3.67}=0.949$. The narrow pair is not in the small-gap regime, since $(\kappa\Delta)^2\approx1.00$ is far from 0.411. Its ratio is also sensitive to the parameter: it is 0.258 at $\kappa=1.0\,E_h^{-1}$ and 0.570 at $2.0\,E_h^{-1}$, while the wide pair moves from 0.856 to 0.986.

The formula was tested against complete dimer calculations at $R=35\,a_0$, which apply the defining spin-orbital sum without a multipole expansion and subtract the free monomers. For all three pairs and four values of $\kappa$, including the undamped limit, $-R^6E_{\rm int}$ agrees with $C_6(\kappa)$ to about one part in $10^7$ of the formula value. Such agreement at finite $R$ is possible because s→p transition densities have a dipole and no higher multipole; larger angular momenta would add higher inverse powers of $R$.

For the mixed pair the dimer gives a ratio of 0.814. A factorized damping $(1-e^{-\kappa\Delta^A})(1-e^{-\kappa\Delta^B})$ would give 0.336, and the form $(1-e^{-2\kappa\Delta^A})(1-e^{-2\kappa\Delta^B})$, which reproduces $f$ for equal gaps, would give 0.62; the calculation rules out both.

The dimer test used a smaller basis, whose $C_6$ values differ from those in the table by less than 1%; the ratios at $\kappa=1.45\,E_h^{-1}$ change by less than 0.01. These figures measure the effect of the regularization relative to MP2. They are not an improvement for these monomers: full configuration interaction in a moderate s,p,d basis gives $C_6$ of about 2.8, 27 and 425 $E_ha_0^6$ for the three pairs, so MP2 already lies below the reference and the damping moves it further away. This two-electron model says nothing about molecules for which MP2 overestimates $C_6$. The numerical output follows.

## Computed results

```
kappa = 1.45 1/E_h
wide: charge width b = 0.2 a0
wide: occupied orbital energy = -0.7961 E_h
wide: lowest p virtual (basis-dependent) = 0.0190 E_h
wide: uncoupled polarizability = 1.520 a0^3
wide: effective gap = 1.2650 E_h
narrow: charge width b = 2.0 a0
narrow: occupied orbital energy = -0.2668 E_h
narrow: lowest p virtual (basis-dependent) = 0.0175 E_h
narrow: uncoupled polarizability = 36.668 a0^3
narrow: effective gap = 0.3443 E_h
wide-wide: C6 MP2 = 2.193 E_h a0^6 = 1.310 eV A^6
wide-wide: C6 kappa-MP2 = 2.082 E_h a0^6 = 1.244 eV A^6
wide-wide: ratio = 0.9496, reduction = 5.0 percent
wide-wide: one-gap estimate of ratio = 0.9496
wide-wide: ratio at kappa 1.0 and 2.0 1/E_h = 0.8560, 0.9858
wide-narrow: C6 MP2 = 22.673 E_h a0^6 = 13.548 eV A^6
wide-narrow: C6 kappa-MP2 = 18.450 E_h a0^6 = 11.025 eV A^6
wide-narrow: ratio = 0.8137, reduction = 18.6 percent
wide-narrow: one-gap estimate of ratio = 0.8155
wide-narrow: ratio at kappa 1.0 and 2.0 1/E_h = 0.6483, 0.9156
narrow-narrow: C6 MP2 = 347.166 E_h a0^6 = 207.441 eV A^6
narrow-narrow: C6 kappa-MP2 = 142.733 E_h a0^6 = 85.287 eV A^6
narrow-narrow: ratio = 0.4111, reduction = 58.9 percent
narrow-narrow: one-gap estimate of ratio = 0.3988
narrow-narrow: ratio at kappa 1.0 and 2.0 1/E_h = 0.2584, 0.5702
dimer test distance = 35.0 a0 (smaller basis)
wide-wide: dimer -R^6 E, MP2 = 2.1928, formula 2.1928 E_h a0^6
wide-wide: dimer -R^6 E, kappa = 2.0824, formula 2.0824 E_h a0^6
wide-narrow: dimer -R^6 E, MP2 = 22.7393, formula 22.7393 E_h a0^6
wide-narrow: dimer -R^6 E, kappa = 18.5039, formula 18.5039 E_h a0^6
narrow-narrow: dimer -R^6 E, MP2 = 349.6212, formula 349.6212 E_h a0^6
narrow-narrow: dimer -R^6 E, kappa = 143.4236, formula 143.4236 E_h a0^6
largest relative deviation, all pairs and kappas = 1.1e-07
wide-narrow ratio: dimer 0.8137, factorized damping 0.3355
```
